\section*{The error of Slater's half-occupied eigenvalue: a guided derivation}

\section*{Setting and conventions}

Removing an electron from an atom, or from a defect in a dielectric, costs a difference of two total energies. Slater's method replaces that difference by one orbital eigenvalue, computed with half of the electron removed. The problem is to find the error of this replacement, its origin, and its size for a calcium atom in a pore of a low-$k$ film.

Let $f$ be the fraction of the moved electron that is present: $f=1$ before ionization and $f=0$ after it. All other occupations are fixed. For each $f$ the orbitals are relaxed, which defines the energy $E(f)$. The orbital $m$ that loses the electron has the eigenvalue $\varepsilon(f)$. With
\begin{equation}
\Delta=E(1)-E(0),\qquad I=-\Delta,
\end{equation}
$I$ is the ionization energy of the chosen energy functional, at fixed nuclei. Slater's estimate is $\Delta\approx\varepsilon(1/2)$, and its error is defined as
\begin{equation}
\delta=\Delta-\varepsilon(1/2).
\end{equation}
Primes denote derivatives with respect to $f$. The algebra is in atomic units.

\section*{(a) Why an eigenvalue is an energy slope}

\textbf{Question.} For a Kohn--Sham functional, relate $dE/df$ to $\varepsilon(f)$, including the response of the orbitals.

\textbf{Solution.} With occupations $n_i$ and density $\rho=\sum_i n_i|\phi_i|^2$, the energy is
\begin{equation}
E=\sum_i n_i\langle\phi_i|t+v|\phi_i\rangle+E_{\rm H}[\rho]+E_{\rm xc}[\rho],
\end{equation}
where $t$ is the kinetic operator, $v$ the nuclear potential and $E_{\rm H}$ the Hartree energy. The functional derivatives of the last two terms, added to $t+v$, give the Kohn--Sham operator $H$, with $H\phi_i=\varepsilon_i\phi_i$.

When $f$ changes, $n_m$ changes at unit rate and every orbital may change. The chain rule gives
\begin{align}
\frac{dE}{df}&=\langle\phi_m|H|\phi_m\rangle
+\sum_i n_i\left(\langle\phi_i'|H|\phi_i\rangle+\langle\phi_i|H|\phi_i'\rangle\right)\\
&=\varepsilon_m+\sum_i n_i\varepsilon_i\frac{d}{df}\langle\phi_i|\phi_i\rangle .
\end{align}
The orbitals stay normalized, so the last derivative is zero and
\begin{equation}
E'(f)=\varepsilon(f).\label{janak}
\end{equation}
This is Janak's theorem. Orbital relaxation drops out of the first derivative, but it remains in the higher ones because $\varepsilon(f)$ itself depends on the relaxed orbitals.

For calcium, described in part (f), the slope from separately converged energies at $f=0.49$ and $0.51$ is $-6.4021$ eV. The eigenvalue at $f=1/2$ is also $-6.4021$ eV.

\section*{(b) The error as an integral}

\textbf{Question.} Assume that $E$ has three continuous derivatives on $[0,1]$. Express $\delta$ through the third derivative, without dropping any term.

\textbf{Solution.} Integrate by parts twice on each half of the interval. On the left half,
\begin{align}
\int_0^{1/2}\frac{t^2}{2}E'''\,dt
&=\frac18E''(\tfrac12)-\int_0^{1/2}tE''\,dt\\
&=\frac18E''(\tfrac12)-\frac12E'(\tfrac12)+E(\tfrac12)-E(0).
\end{align}
On the right half,
\begin{align}
\int_{1/2}^{1}\frac{(1-t)^2}{2}E'''\,dt
&=-\frac18E''(\tfrac12)+\int_{1/2}^{1}(1-t)E''\,dt\\
&=-\frac18E''(\tfrac12)-\frac12E'(\tfrac12)+E(1)-E(\tfrac12).
\end{align}
In the sum, the second derivatives and $E(1/2)$ cancel. What remains is $E(1)-E(0)-E'(1/2)$, which is $\delta$ by Eq.~\eqref{janak}. Hence
\begin{equation}
\delta=\int_0^1K(t)E'''(t)\,dt,\qquad
K(t)=\frac12\left[\min(t,1-t)\right]^2.\label{kernel}
\end{equation}
The weight $K$ is nowhere negative, and its integral is
\begin{equation}
\int_0^1K\,dt=2\int_0^{1/2}\frac{t^2}{2}\,dt=\frac1{24}.
\end{equation}
The mean value theorem for integrals then gives
\begin{equation}
\delta=\frac{E'''(\xi)}{24}\quad\text{for some }\xi\in(0,1).\label{mvt}
\end{equation}
If $E$ is quadratic in $f$, the half-occupied eigenvalue has no error. The curvature $E''$, which makes the eigenvalue move during ionization, does no harm at the midpoint.

\section*{(c) In what sense the third derivative leads}

\textbf{Question.} The point $\xi$ is unknown. When may it be replaced by $1/2$, and how can the correction be obtained from eigenvalues?

\textbf{Solution.} Let the occupation change by $h$, centred on $1/2$, and let $E$ have five continuous derivatives. Expand $E(1/2\pm h/2)$ about the centre and subtract. Even powers cancel. The two fifth-order remainders add to
\begin{equation}
\frac{(h/2)^5}{5!}\left[E^{(5)}(\eta_1)+E^{(5)}(\eta_2)\right]
=\frac{h^5}{1920}E^{(5)}(\eta),
\end{equation}
because a continuous function takes the average of two of its values at some intermediate point, and $2/(32\cdot120)=1/1920$. The cubic terms give $2(h/2)^3/3!=h^3/24$. Therefore
\begin{equation}
E(\tfrac{1+h}2)-E(\tfrac{1-h}2)=h\,\varepsilon(\tfrac12)
+\frac{h^3}{24}E'''(\tfrac12)+\frac{h^5}{1920}E^{(5)}(\eta).\label{step}
\end{equation}
As $h\to0$ the cubic term is the leading error, provided $E'''(1/2)\neq0$. A real ionization has $h=1$, which is not small. The cubic term then dominates under the condition
\begin{equation}
|E^{(5)}(\eta)|\ll80\,|E'''(\tfrac12)| .
\end{equation}

Since $E'''=\varepsilon''$, the correction is the curvature of the eigenvalue. Simpson's rule contains it. Expanding the end values,
\begin{equation}
S=\frac{\varepsilon(0)+4\varepsilon(\frac12)+\varepsilon(1)}6
=\varepsilon(\tfrac12)+\frac{\varepsilon''(\frac12)}{24}+\frac{\varepsilon''''(\frac12)}{1152}+\dots
\end{equation}
Subtracting this from Eq.~\eqref{step} at $h=1$ leaves
\begin{equation}
\Delta-S\approx\left(\frac1{1920}-\frac1{1152}\right)E^{(5)}=-\frac{E^{(5)}}{2880}.
\end{equation}
Two further eigenvalues thus remove the third-derivative error.

\section*{(d) An energy that is not smooth enough}

\textbf{Question.} In local exchange the energy density is proportional to $\rho_\sigma^{4/3}$, where $\rho_\sigma$ is the density of one spin. Consider a region where the emptying orbital supplies all of $\rho_\sigma$. What happens to the estimate?

\textbf{Solution.} With the orbital shape held fixed, $\rho_\sigma\propto f$ there, so the contribution to the energy is proportional to $g(f)=f^{4/3}$. Its third derivative,
\begin{equation}
g'''(f)=-\frac{8}{27}f^{-5/3},
\end{equation}
diverges at $f=0$, and the assumption of part (b) fails. Equation~\eqref{kernel} still holds for this function: the integrand behaves as $t^2t^{-5/3}=t^{1/3}$, and the boundary terms $t^2g''$ and $tg'$ vanish at $t=0$. The true midpoint error is
\begin{equation}
1-\frac43\left(\frac12\right)^{1/3}=-0.0583,
\end{equation}
while $g'''(1/2)/24=-0.0392$. The third-derivative term has the right sign but gives only 67\% of the error. An orbital that is emptied completely can therefore be a poor case for the midpoint correction. The calcium example avoids this because its spin densities are kept equal, so that each spin of the 4s orbital runs from 1 to $1/2$. On the spin-polarized path one spin of 4s is emptied completely. For calcium the error there is small, $-0.003$ eV, because frozen exchange-correlation and relaxation nearly cancel. The correction, however, works poorly: a five-point estimate of $E'''(1/2)/24$ gives only about 60\% of that error, and Simpson's rule removes almost none of it.

\section*{(e) Where the third derivative comes from}

\textbf{Question.} Separate the error into a part present with frozen orbitals and a part due to relaxation. Then solve a helium-like atom with one scaled orbital.

\textbf{Solution.} Freeze the orbitals at their shapes for $f=1/2$ and call the resulting energy $E_{\rm fr}(f)$. Its density is linear in $f$. The kinetic and nuclear terms are then linear in $f$ and the Hartree energy is quadratic. For $A+Bf+Cf^2$ both the difference between the ends and the slope at $1/2$ equal $B+C$, so these terms cause no error. The frozen exchange-correlation energy is not quadratic in general and leaves an error $\delta_{\rm xc}$.

Let $r(f)=E(f)-E_{\rm fr}(f)$ be the relaxation energy. It is not positive, because $E(f)$ is the minimum over orbitals. The slope of $E_{\rm fr}$ at $1/2$ is $\varepsilon(1/2)$, since the derivation in (a) had no net contribution from the orbital response. Hence
\begin{equation}
\delta=\delta_{\rm xc}+r(1)-r(0).\label{split}
\end{equation}
What matters is the difference between the relaxation energies at the two ends, not their size.

For the helium-like atom, put $n=1+f$ electrons in $\phi\propto e^{-\zeta r}$ around a nuclear charge $Z$. Per electron the kinetic energy is $\zeta^2/2$ and the nuclear attraction is $-Z\zeta$. At $\zeta=1$ the potential of one such electron is $[1-e^{-2r}(1+r)]/r$, so the Coulomb self-repulsion integral is
\begin{equation}
J=\int_0^\infty4r\left[e^{-2r}-e^{-4r}(1+r)\right]dr=1-\frac14-\frac18=\frac58,
\end{equation}
and it scales as $\zeta$. In restricted Hartree--Fock each spin holds $n/2$ electrons. The Hartree energy is $n^2J\zeta/2$ and exchange removes half of it. With $c=J/4=5/32$,
\begin{equation}
E(n,\zeta)=\frac{n\zeta^2}2-nZ\zeta+cn^2\zeta .
\end{equation}
Setting the $\zeta$ derivative to zero gives $\zeta_n=Z-cn$. Substitution gives
\begin{equation}
E(n)=-\frac n2(Z-cn)^2=-\frac12\left(Z^2n-2cZn^2+c^2n^3\right).
\end{equation}
This is a cubic with $E'''=-3c^2$. The scaled orbital is not an exact eigenfunction of the Fock operator, so the slope $dE/dn$ at $n=\frac32$ takes the place of $\varepsilon(1/2)$. It is the expectation value of that operator, because the response of $\zeta$ drops out at the optimum. Hence
\begin{equation}
\delta=-\frac{3c^2}{24}=-\frac{c^2}8,
\end{equation}
whatever the value of $Z$. For $Z=2$ the energy difference is $-31.2373$ eV, the midpoint slope is $-31.1542$ eV, and the error is $-0.083$ eV, or 0.27\% of the difference.

The cause can be isolated. With $\zeta$ held at $\zeta_{3/2}$, $E(n,\zeta)$ is quadratic in $n$ and the error vanishes. Completing the square in $\zeta$ gives
\begin{equation}
E(n,\zeta)=E(n)+\frac n2(\zeta-\zeta_n)^2,
\end{equation}
so the relaxation energy is $r=-nc^2(n-\frac32)^2/2$. It equals $-c^2/4$ at $n=2$ and $-c^2/8$ at $n=1$. The optimum $\zeta_n$ moves equally far on both sides of the midpoint, but at $n=2$ twice as many electrons profit from the adjustment. Their difference, $-c^2/8$, is the whole error.

The model illustrates relaxation and is not a calculation of helium's ionization energy. With equal spins the single electron left at $n=1$ still repels itself, which puts the ion about $8$ eV too high for $Z=2$. The value of $\delta$ derived here belongs to equal spins and one common exponent.

\section*{(f) Calcium: reading the numbers}

\textbf{Question.} Use the values below to test the expansion for the first ionization of a free Ca atom, and identify the origin of the error.

The level of theory is the nonrelativistic local density approximation (LDA), restricted to equal spin densities, in a Gaussian basis of s and p functions. The 4s occupation is $1+f$. A larger basis moves the eigenvalues by up to $0.0002$ eV and leaves $\delta$ unchanged at the digits shown. The eigenvalues are:
\begin{center}
\begin{tabular}{lccccc}
$f$ & 0 & 0.25 & 0.50 & 0.75 & 1\\
$\varepsilon$ (eV) & $-9.1315$ & $-7.7498$ & $-6.4021$ & $-5.0985$ & $-3.8480$
\end{tabular}
\end{center}

\textbf{Solution.} The energy difference gives $I=6.431$ eV and Slater's estimate is $6.402$ eV. The estimate is too small by $0.029$ eV, or 0.46\% of $I$. The eigenvalue of the neutral atom would give $3.848$ eV, because the level falls by $5.28$ eV during the ionization.

For the curvature, let $S_1$ and $S_2$ be the sums of the eigenvalues at distances $s$ and $2s$ on either side of $1/2$, with $s=0.25$. From the Taylor series, $16S_1-S_2=30\varepsilon+12s^2\varepsilon''$ with an error of order $s^6$. Thus
\begin{align}
E'''(\tfrac12)&\approx\frac{16(-12.8483)+12.9795-30(-6.4021)}{0.75}\ \text{eV}\nonumber\\
&\approx-0.71\ \text{eV},
\end{align}
and $E'''/24=-0.0294$ eV. The actual error is $\delta=-0.0293$ eV. The remaining $0.0001$ eV agrees with the fifth-derivative term, $0.00013$ eV.

The step dependence is a second test. For the half step from $f=0.25$ to $0.75$ the error is $-0.00368$ eV. The full-step error is larger by a factor $7.97$, against $2^3=8$ for a pure cubic law. Simpson's rule gives
\begin{equation}
-S=\frac{9.1315+4(6.4021)+3.8480}{6}\ \text{eV}=6.4313\ \text{eV},
\end{equation}
which is $0.0001$ eV from the energy difference.

The split of Eq.~\eqref{split} reads
\begin{align}
\delta&=0.0117+\left[-0.0858-(-0.0448)\right]\ \text{eV}\nonumber\\
&=0.0117-0.0410\ \text{eV}=-0.0293\ \text{eV}.
\end{align}
In this restricted treatment relaxation sets the sign, and frozen exchange-correlation cancels more than a quarter of it. The ratio $r(1)/r(0)$ is $1.92$, close to the value 2 of the helium-like model. This ratio alone does not show that the same weighting by occupation acts in calcium.

\section*{(g) The atom in a low-\texorpdfstring{$k$}{k} pore}

\textbf{Question.} Place the atom at the centre of an empty spherical pore of radius $R$ in a linear dielectric of constant $k$. How do $I$ and the Slater error change?

\textbf{Solution.} The ion has charge $q=1-f$. By Gauss's law the displacement field is $q/r^2$ with or without the medium. The field energy changes only outside the pore:
\begin{equation}
W=\frac1{8\pi}\int_R^\infty\left(\frac1k-1\right)\frac{q^2}{r^4}4\pi r^2dr
=-\left(1-\frac1k\right)\frac{q^2}{2R}.\label{born}
\end{equation}
Two changes follow:
\begin{equation}
W(f{=}1)-W(f{=}0)=\left(1-\frac1k\right)\frac1{2R}=\left.\frac{dW}{df}\right|_{1/2}.
\end{equation}
The energy difference and the half-occupied eigenvalue shift equally, so $\delta$ is unchanged. This requires a linear medium and a charge density inside the pore, where the reaction potential is constant and leaves the orbitals alone.

Here $I$ refers to an electron removed to rest in vacuum, far from the film. It is not the depth of a level below the film's conduction band.

Take $R=7.0$ angstrom and $k=2.5$. Equation~\eqref{born} lowers $I$ by $0.617$ eV, from $6.431$ to $5.814$ eV. Slater's value becomes $5.785$ eV. The neutral atom has about $1.5\times10^{-4}$ electrons outside the pore radius. Integrating the field energy with the computed free-atom density, tail included, gives the same shift of $-0.617$ eV.

If the charge sits at a distance $d$ from the centre, the potential inside gains terms $A_lr^lP_l$. Matching the potential and the normal displacement at $R$ for each $l$ gives
\begin{equation}
W=-\frac{q^2}{2R}\sum_{l=0}^\infty\frac{(l+1)(k-1)}{k(l+1)+l}\left(\frac dR\right)^{2l}.
\end{equation}
For a point charge this is still quadratic in $q$ and adds nothing to $\delta$. At $d=3.5$ angstrom it lowers $I$ by a further $0.17$ eV. The reaction potential then varies across the atom, and more of the density tail reaches into the wall. Both the resulting polarization of the orbitals and this tail are left out.

The radius and $k$ are round values within the rough range of porous organosilicate films. A real film also breaks the assumption of isolation, since a calcium atom can bind to the pore wall. As a crude stand-in for a hydroxyl site, one water molecule with its oxygen $2.4$ angstrom from Ca lowers the vertical ionization energy by $0.8$ to $0.9$ eV in LDA, at fixed geometry and with a spin-polarized ion ($0.93$ eV in a double-zeta basis, $0.83$ eV in a triple-zeta basis). Oxidation or bonding to several sites could change it more. If ionization is too fast for the nuclei of the film to respond, an optical constant of about $2.0$ replaces $2.5$ and raises $I$ by $0.10$ eV. An applied field of $1$ MV/cm changes the potential energy of an electron by $0.07$ eV over the pore radius, before any local-field correction. The thermal energy at 300 K is $0.026$ eV.

The atomic calculation has its own limits. Spin polarization of the ion lowers $I$ by $0.22$ eV, to about $6.2$ eV for the free atom; the measured value is roughly $6.1$ eV. Within the restricted treatment, replacing LDA by PBE lowers $I$ by $0.15$ eV, and scalar relativity raises it by $0.02$ eV. Several of these changes exceed the Slater error of $0.03$ eV found in the restricted treatment, an error that drops to about $0.003$ eV on the spin-polarized path. For this atom the midpoint step is thus a smaller source of uncertainty than the functional, the spin treatment or the surroundings. Equation~\eqref{mvt} measures the distance to the functional's own energy difference and says nothing about how good that functional is. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
f^(4/3) model, true midpoint error: -0.0583
f^(4/3) model, third-derivative estimate: -0.0392
He-like model, E(2)-E(1): -31.2373 eV
He-like model, midpoint slope: -31.1542 eV
He-like model, midpoint error: -0.0830 eV
Ca 4s eigenvalue at f=0.00: -9.1315 eV
Ca 4s eigenvalue at f=0.25: -7.7498 eV
Ca 4s eigenvalue at f=0.50: -6.4021 eV
Ca 4s eigenvalue at f=0.75: -5.0985 eV
Ca 4s eigenvalue at f=1.00: -3.8480 eV
Ca energy slope at f=0.5: -6.40211 eV
Ca ionization energy, energy difference: 6.4314 eV
Ca ionization energy, Slater: 6.4021 eV
Ca E(1)-E(0)-eps(1/2): -0.02931 eV
Ca third derivative at f=0.5: -0.7067 eV
Ca third derivative / 24: -0.02945 eV
Ca fifth derivative / 1920: 0.00013 eV
Ca error left after third-derivative term: 0.00013 eV
Ca error for step 0.5: -0.00368 eV
Ca error ratio, step 1 to step 0.5: 7.973
Ca ionization energy, Simpson: 6.4313 eV
Ca frozen-orbital xc part of error: 0.01170 eV
Ca relaxation energy r(0): -0.04475 eV
Ca relaxation energy r(1): -0.08576 eV
Ca relaxation part of error: -0.04101 eV
Pore radius: 7.0 angstrom
Static dielectric constant: 2.5
Pore shift of ionization energy, point charge: -0.6171 eV
Pore shift, field integral: -0.6171 eV
Electrons outside pore, neutral Ca: 0.000145
Ca in pore, energy difference: 5.8143 eV
Ca in pore, Slater: 5.7850 eV
Change of I, spin-polarized ion: -0.2202 eV
Change of I, PBE: -0.1455 eV
Change of I, scalar relativity: 0.0245 eV
Change of I, larger basis: -0.00012 eV
Change of I, atom 3.5 angstrom off centre: -0.1689 eV
Optical dielectric constant: 2.0
Change of I, optical constant: 0.1029 eV
Applied field: 1.0 MV/cm
Potential drop over pore radius: 0.0700 eV
Thermal energy at 300 K: 0.0259 eV
Change of I, water contact at 2.4 angstrom: -0.93 eV
\end{verbatim}
